# Is a meta-GGA fitted to hydrogen free of one-electron self-interaction?

**Question**

The meta-GGAs TPSS and SCAN reproduce the exchange energy of the hydrogen atom, and their correlation energy vanishes there. The spurious repulsion of the electron with itself is then cancelled. Hydrogen is *the* one-electron system, so may I regard these functionals as free of one-electron self-interaction and trust them for $\mathrm{H_2^+}$ at any bond length?

**Answer**

No. The hydrogen atom tests one density, while freedom from self-interaction is a condition on every one-electron density. Stretched $\mathrm{H_2^+}$ puts half an electron on each proton, and there the cancellation fails.

I use Hartree atomic units, fixed nuclei and no relativity. Energies are in hartree and distances $R$ in bohr.

**The condition**

The Hartree energy of a density $n$ is

$$U[n]=\frac12\iint\frac{n(\mathbf r)\,n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

For one electron in a real orbital $\varphi$, $n=\varphi^2$. The Fock exchange energy is then

$$E_x=-\frac12\iint\frac{\varphi(\mathbf r)\varphi(\mathbf r')\,\varphi(\mathbf r')\varphi(\mathbf r)}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=-U[n].$$

A single electron has no electron repulsion, so $U+E_x+E_c=0$ and hence $E_c=0$. An approximate functional leaves the error

$$D[n]=U[n]+E_{xc}[n].$$

Everything else in the energy is treated correctly, so on the true density the approximate energy is the true energy plus $D$.

For hydrogen, $n_H=e^{-2r}/\pi$. Its electrostatic potential is $v=1/r-(1+1/r)e^{-2r}$. To check this, write $rv=1-(1+r)e^{-2r}$. Then $(rv)'=(1+2r)e^{-2r}$ and $(rv)''=-4re^{-2r}=-4\pi r\,n_H$, which is Poisson's equation. Also $rv\to0$ at the nucleus and $rv\to1$ far away, as a unit charge requires. Therefore

$$U[n_H]=\frac12\int_0^\infty4\pi r^2n_Hv\,dr=2\int_0^\infty\left[re^{-2r}-(r+r^2)e^{-4r}\right]dr=2\left(\frac14-\frac1{16}-\frac1{32}\right)=\frac5{16}.$$

This is $0.3125$. The computed $E_{xc}[n_H]$ is $-0.3125$ for both TPSS and SCAN, so your premise is right: $D[n_H]\approx0$.

**What the fit leaves open**

A meta-GGA also uses the kinetic energy density $\tau=\frac12|\nabla\varphi|^2$. Since $\nabla n=2\varphi\nabla\varphi$, one orbital gives $\tau=|\nabla n|^2/(8n)$. This equality lets a meta-GGA recognize a one-orbital region, but on such densities $\tau$ is fixed by $n$ and $\nabla n$, so the functional reduces to a function of these two alone. SCAN's indicator $\alpha=(\tau-|\nabla n|^2/8n)/\tau_{\rm unif}$ is zero, where $\tau_{\rm unif}$ is the uniform-gas value.

Exchange acts between equal spins, so an unpolarized density $2n$ has twice the exchange energy of one spin channel $n$. Thus $E_x[n,0]=\frac12E_x[2n]$. With $m=2n$, SCAN exchange at $\alpha=0$ is

$$E_x=-\frac38\left(\frac3\pi\right)^{1/3}\int m^{4/3}F(s)\,d\mathbf r,\qquad s=\frac{|\nabla m|}{2(3\pi^2)^{1/3}m^{4/3}},$$

$$F(s)=1.174\left[1-e^{-4.9479/\sqrt s}\right].$$

The hydrogen energy fixes one integral over $F$. Now take a fraction $q$ of the atom, $n=qn_H$:

- $U$ is quadratic in $n$, so it becomes $\frac5{16}q^2$.
- The factor $m^{4/3}$ is multiplied by $q^{4/3}$.
- The reduced gradient is multiplied by $q/q^{4/3}=q^{-1/3}$.

For $q=\frac12$ the correct exchange energy is $-0.3125/4=-0.0781$. If $F$ did not respond to the change in $s$, SCAN would give $-0.3125\times2^{-4/3}=-0.1240$. With the response it gives $-0.1235$. The gradient dependence supplies very little of the required correction.

**Two half atoms**

Model the stretched ion by $n=\frac12(n_A+n_B)$, with a hydrogen density on each proton. Let $J_{AB}=\iint n_A(\mathbf r)n_B(\mathbf r')/|\mathbf r-\mathbf r'|$. Each self-term $\iint n_An_A/|\mathbf r-\mathbf r'|$ equals $2U[n_H]=\frac58$, so

$$U=\frac12\cdot\frac14\left(\frac58+\frac58+2J_{AB}\right)=\frac5{32}+\frac{J_{AB}}4.$$

Two separated spherical unit charges interact as point charges. The potential $v$ above differs from $1/r$ by a term in $e^{-2r}$, so $J_{AB}=1/R$ up to terms of order $e^{-2R}$ times powers of $R$.

A semilocal functional is an integral of a function of $n$, $\nabla n$ and $\tau$ at each point. I assume that this function varies smoothly where the density is appreciable and falls off as a positive power of $n$ in the tails. Each atom then sees the other only through an exponentially small density, and

$$E_{xc}=2E_{xc}[\tfrac12n_H]+\text{exponentially small terms}.$$

For SCAN the computed remainder is $-4\times10^{-5}$ at $R=8$ and $-3\times10^{-7}$ at $R=12$. Adding $U$ gives

$$D(R)\simeq D_\infty+\frac1{4R},\qquad D_\infty=\frac5{32}+2E_{xc}[\tfrac12n_H].$$

For SCAN, $D_\infty=0.15625-2(0.123496)=-0.0907$, or $-2.47$ eV. For TPSS it is $-0.0972$, or $-2.64$ eV.

The two terms have different standing. The constant depends on the functional. The tail is the repulsion of two half electrons, $\frac12\cdot\frac12/R$. Cancelling it would need an $E_{xc}$ that varies as $-1/(4R)$, whereas on this model density a semilocal one changes only by exponentially small terms at large $R$.

**Could a better fit remove the constant?**

On the exact density, yes. It would be too strong to say that every semilocal form has an error there at infinite separation. Consider

$$E_{xc}=-10\pi\int\frac{n^4}{|\nabla n|^2}\,d\mathbf r.$$

For $n=qe^{-2r}/\pi$ we have $|\nabla n|=2n$, so the integrand is $n^2/4$. Since

$$\int n^2\,d\mathbf r=\frac{q^2}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4r}dr=\frac{q^2}{\pi^2}\cdot4\pi\cdot\frac{2}{4^3}=\frac{q^2}{8\pi},$$

the energy is $-10\pi q^2/(32\pi)=-\frac5{16}q^2$. This equals $-U$ for every fraction $q$, and therefore $D_\infty=0$.

At finite distance the tail remains. On the model density the computed error is $0.0208$ at $R=12$ and $0.0156$ at $R=16$, which are the values of $1/(4R)$. At the bond midpoint $\nabla n=0$, but the integrand diverges there only as the inverse square of the distance, which is integrable, and its weight is exponentially small. The form is no practical functional, because it diverges for a uniform density. It also tends to $-\infty$ when the gradient vanishes on a whole sphere where $n>0$, so it cannot be minimized self-consistently. The result $D_\infty=0$ depends on the exponential shape. It holds for $n=q\zeta^3e^{-2\zeta r}/\pi$ with any exponent $\zeta$, since the integrand is then $n^2/(4\zeta^2)$ and both the energy and $-U$ equal $-\frac5{16}q^2\zeta$. It fails for other shapes, such as Gaussian half atoms.

**The actual ion**

In real $\mathrm{H_2^+}$ the far proton exerts a field of order $1/R^2$ on each half atom. Expanded about the near nucleus, the potential of the far proton is a constant plus multipole terms with $l\ge1$, led by the dipole term $\propto\cos\theta/R^2$. The first-order density change therefore has no spherical component, while the Hartree and exchange-correlation potentials of the unperturbed half atom are spherical. Its integral against them is zero, so the energies within each half atom change only at second order, $R^{-4}$. The induced dipole, itself of order $R^{-2}$, interacts with the distant half electron as dipole$/R^2$, again $R^{-4}$. Overlap effects are exponentially small. The $1/(4R)$ term therefore survives.

I diagonalized the one-electron Hamiltonian in a finite Gaussian basis and evaluated SCAN on the resulting density. The basis energies lie $1.5\times10^{-5}$ and $4.0\times10^{-5}$ above a separate variational calculation at $R=2$ and $R=8$. The last digit in the table can be off by one. At the basis-set limit $E$ moves by up to $7\times10^{-5}$ (at $R=6$) and $D$ by up to $5\times10^{-5}$. This gives $E=-0.5120$ at $R=6$ and $-0.5026$ at $R=8$, and $D=-0.0227$ at $R=4$ and $-0.0573$ at $R=8$. The column $E+D$ is unchanged in the digits shown.

| $R$ | $E$ without error | $D$ (SCAN) | $E+D$ |
|---:|---:|---:|---:|
| 2 | −0.6026 | −0.0050 | −0.6076 |
| 4 | −0.5461 | −0.0228 | −0.5688 |
| 6 | −0.5119 | −0.0433 | −0.5552 |
| 8 | −0.5025 | −0.0574 | −0.5599 |
| 12 | −0.5002 | −0.0697 | −0.5699 |
| 16 | −0.5000 | −0.0751 | −0.5751 |

At $R=12$, for example, $U=0.1770$ and $E_{xc}=-0.2467$, so $D=-0.0697$. The asymptotic law gives $-0.0907+1/48=-0.0699$. At $R=2$ the law gives $+0.034$ and is useless, since the two atoms overlap strongly.

The correct energy rises towards $-0.5$, that of a hydrogen atom and a bare proton. The SCAN energy is highest at $R=6$ among these distances and then falls. At large $R$ the tail produces a false repulsive force $-d(1/4R)/dR=1/(4R^2)$. The curve heads for $-0.5907$, although SCAN gives $-0.5000$ when the whole electron sits on one proton with the exact hydrogen density. The two arrangements should have equal energy at infinite separation, and SCAN wrongly favours the divided electron.

A small $D$ at one geometry proves little either. The LSDA error on the same densities is $+0.019$ at $R=2$ and $-0.008$ at $R=4$, so it passes through zero in between.

**Does self-consistency help?**

It cannot raise the energy, because minimization can only go below the value on a trial density. The limit $R\to\infty$ shows this explicitly. Give both half atoms the orbital shape $e^{-\zeta r}$:

- The kinetic energy is $\zeta^2/2$, because $|\nabla\varphi|^2=\zeta^2\varphi^2$.
- The nuclear attraction is $-\langle1/r\rangle=-4\zeta^3\int_0^\infty re^{-2\zeta r}dr=-\zeta$.
- $U$ is proportional to $\zeta$, as an inverse length.
- SCAN exchange is too: $m^{4/3}$ gains $\zeta^4$, the volume element gains $\zeta^{-3}$, and $s$ is unchanged because $|\nabla m|$ also gains $\zeta^4$.

SCAN correlation is numerically zero for these densities, so

$$E(\zeta)=\frac{\zeta^2}2-\zeta+\zeta D_\infty.$$

Setting $dE/d\zeta=\zeta-1+D_\infty=0$ gives $\zeta=1-D_\infty=1.0907$. Substituting back,

$$E_{\min}=\frac{(1-D_\infty)^2}2-(1-D_\infty)^2=-\frac{(1-D_\infty)^2}2=-0.5949.$$

This lies below the unrelaxed $-0.5907$. It is an upper bound to the self-consistent SCAN energy of the divided electron, since only the exponent was varied. Relaxation therefore deepens the false limit.

What does cancel $U$ for every one-electron density is the full Fock exchange energy, with no correlation energy left over for one electron. It is a double integral over the orbital, so it contains the long-range term that an integral over local ingredients lacks. The numerical check below gives the corresponding values for LSDA, PBE and TPSS.

## Computed values

```
All energies in hartree, distances in bohr, unless stated
H atom: Hartree energy U = 0.312500
functional  Exc[H]     D[H]       Exc[H/2]   Dinf
LSDA        -0.290180   0.022320  -0.116346  -0.076443
PBE         -0.311917   0.000583  -0.128906  -0.101562
TPSS        -0.312500  -0.000000  -0.126713  -0.097175
SCAN        -0.312499   0.000001  -0.123496  -0.090743
U of half an H atom = 0.078125
Correlation energy of H: TPSS -4.0e-16, SCAN -8.1e-12
Slater exchange: H -0.268037, half atom -0.106371
SCAN Dinf = -2.469 eV
TPSS Dinf = -2.644 eV
H2+ on its one-electron ground-state density
R     E(no SIE)   U          Exc(SCAN)  E(SCAN)
   2   -0.60262    0.33074   -0.33573   -0.60761
   4   -0.54606    0.22860   -0.25135   -0.56881
   6   -0.51190    0.19543   -0.23875   -0.55521
   8   -0.50253    0.18589   -0.24329   -0.55993
  12   -0.50016    0.17700   -0.24670   -0.56986
  16   -0.50003    0.17188   -0.24695   -0.57510
Self-interaction error D(R)
R     LSDA      PBE       TPSS      SCAN      SCAN law
   2   0.01945  -0.00556  -0.00706  -0.00499   0.03426
   4  -0.00778  -0.02914  -0.02638  -0.02275  -0.02824
   6  -0.02977  -0.05316  -0.04861  -0.04331  -0.04908
   8  -0.04345  -0.06823  -0.06373  -0.05740  -0.05949
  12  -0.05543  -0.08053  -0.07614  -0.06970  -0.06991
  16  -0.06077  -0.08589  -0.08150  -0.07507  -0.07512
Gaussian minus spheroidal energy: R=2: 1.5e-05, R=8: 4.0e-05
Frozen half atoms: U-5/32, SCAN shift, error of n^4/|grad n|^2 form
R=  8: 0.031249, -3.76e-05, 0.031242
R= 12: 0.020833, -2.71e-07, 0.020833
R= 16: 0.015625, -1.38e-09, 0.015625
SCAN, infinite R, unrelaxed energy = -0.590743
SCAN, infinite R, relaxed energy = -0.594860
Relaxed orbital exponent = 1.0907 per bohr
```
